# Contrast of Two-Beam Interference for Transverse-Magnetic Light

## Two beams at right angles

Let two plane waves of the same frequency and equal amplitude cross in a uniform transparent medium, one travelling at $+45^\circ$ to the $z$ axis and the other at $-45^\circ$, both in the $xz$ plane. Their directions are perpendicular. Let both be transverse-magnetic (TM): the magnetic field points along $y$, and the electric field lies in the $xz$ plane, at right angles to the direction of travel. Turning two perpendicular directions by a quarter turn leaves them perpendicular, so the two electric fields are perpendicular as well. For complex amplitudes $\mathbf E_1$ and $\mathbf E_2$,

$$|\mathbf E_1+\mathbf E_2|^2=|\mathbf E_1|^2+|\mathbf E_2|^2+2\,\mathrm{Re}(\mathbf E_1\cdot\mathbf E_2^*),$$

and the last term, which alone could produce fringes, is zero at every point. The electric intensity is uniform, although the beams are fully coherent and their parallel magnetic fields do form fringes.

At a general angle $\theta$ the interference term is reduced by the factor $\cos2\theta$. This factor changes sign at $45^\circ$, so two quantities must be kept apart. The visibility,

$$V=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}},$$

cannot be negative and equals $|\cos2\theta|$. The signed contrast $C=\cos2\theta$ is positive when the electric maxima lie on the magnetic maxima and negative when they lie on the magnetic minima. The angle is the one inside the medium where the intensity is recorded.

## First derivation: adding the electric vectors

Fields vary as $e^{-i\omega t}$, in SI units. The medium is homogeneous, isotropic, nonmagnetic and lossless, with permittivity $\varepsilon$, refractive index $n$ and wavenumber $k=2\pi n/\lambda$, where $\lambda$ is the vacuum wavelength. The wavevectors are

$$\mathbf k_\pm=k(\pm\sin\theta,\,0,\,\cos\theta),\qquad 0<\theta<90^\circ .$$

For a plane wave the equation $\nabla\times\mathbf H=-i\omega\varepsilon\mathbf E$ becomes $i\mathbf k\times\mathbf H=-i\omega\varepsilon\mathbf E$, so $\mathbf E=-\mathbf k\times\mathbf H/(\omega\varepsilon)$. With $\mathbf H=H_0\hat{\mathbf y}$,

$$\mathbf k_\pm\times\hat{\mathbf y}=k(-\cos\theta,\,0,\,\pm\sin\theta),$$

and therefore

$$\mathbf E_\pm=E_0\mathbf e_\pm,\qquad \mathbf e_\pm=(\cos\theta,\,0,\,\mp\sin\theta),\qquad E_0=\frac{kH_0}{\omega\varepsilon}.$$

The $x$ components of the two beams agree in sign and the $z$ components are opposite. Hence

$$\mathbf e_+\cdot\mathbf e_-=\cos^2\theta-\sin^2\theta=\cos2\theta .$$

Let the beams have real amplitudes $a$ and $b$ in units of $E_0$, and let the second have an extra phase $\delta$. The total field is

$$\mathbf E=E_0\left[a\,\mathbf e_+e^{ikx\sin\theta}+b\,\mathbf e_-e^{-ikx\sin\theta+i\delta}\right]e^{ikz\cos\theta}.$$

The common depth factor has modulus one. Each $\mathbf e_\pm$ is a unit vector, and the two cross terms are complex conjugates whose sum is twice their real part:

$$|\mathbf E|^2=E_0^2\left[a^2+b^2+2ab\cos2\theta\,\cos(2kx\sin\theta-\delta)\right].$$

The time average of the squared real field is half of this, which does not affect the contrast. For $a=b=1$,

$$|\mathbf E|^2=2E_0^2\left[1+\cos2\theta\,\cos(2kx\sin\theta-\delta)\right].$$

The magnetic fields are parallel, so the same calculation gives $|\mathbf H|^2=2H_0^2[1+\cos(2kx\sin\theta-\delta)]$. Comparison of the two patterns gives $C=\cos2\theta$, including its sign. The phase $\delta$ shifts both patterns together. For unequal beams the visibility is $|\cos2\theta|$ times $2ab/(a^2+b^2)$.

For transverse-electric (TE) beams both electric vectors point along $y$, their scalar product is 1, and the contrast is 1 at every angle. If TE and TM light are mutually incoherent, have the same phase $\delta$ between their two beams, and carry equal electric intensity in the medium, their patterns add in register and with equal weight:

$$C_{\rm mix}=\frac{1+\cos2\theta}{2}=\cos^2\theta .$$

The components show what happens at $45^\circ$. With $\delta=0$, $u=kx\sin\theta$, and the common depth factor omitted,

$$E_x=2E_0\cos\theta\cos u,\qquad E_z=-2iE_0\sin\theta\sin u .$$

The factor $-i$ puts the components a quarter cycle apart. At $45^\circ$ the squared real field at phase $\tau=\omega t$ is

$$2E_0^2(\cos^2u\cos^2\tau+\sin^2u\sin^2\tau)=E_0^2(1+\cos2u\cos2\tau).$$

At $\tau=0$ this has full fringes. A quarter cycle later the fringes are reversed, and the average over a cycle is uniform. The contrast law therefore concerns the time-averaged intensity.

## Second derivation: from the magnetic pattern

The same result follows without electric polarization vectors. Write $\mathbf H=\psi(x,z)\hat{\mathbf y}$. In the source-free medium $\psi$ obeys $\nabla^2\psi+k^2\psi=0$. The curl equation gives

$$\mathbf E=\frac{i}{\omega\varepsilon}\left(-\frac{\partial\psi}{\partial z},\,0,\,\frac{\partial\psi}{\partial x}\right),\qquad |\mathbf E|^2=\frac{|\nabla\psi|^2}{\omega^2\varepsilon^2}.$$

The product rule, followed by the wave equation for $\psi$ and $\psi^*$, gives

$$\nabla^2|\psi|^2=\psi^*\nabla^2\psi+\psi\nabla^2\psi^*+2|\nabla\psi|^2=-2k^2|\psi|^2+2|\nabla\psi|^2 .$$

Solving for $|\nabla\psi|^2$ and inserting it in the electric intensity,

$$|\mathbf E|^2=\frac{k^2}{\omega^2\varepsilon^2}\left(1+\frac{\nabla^2}{2k^2}\right)|\mathbf H|^2 .$$

The electric pattern is thus fixed by the magnetic one. A component of $|\mathbf H|^2$ that varies as a cosine with spatial wavevector $\mathbf Q$ satisfies $\nabla^2\to-Q^2$, and is multiplied by

$$T(Q)=1-\frac{Q^2}{2k^2},$$

while the uniform part is multiplied by 1. For the two equal beams $|\mathbf H|^2=2H_0^2(1+\cos qx)$ with $q=2k\sin\theta$. Hence

$$C=T(q)=1-\frac{4k^2\sin^2\theta}{2k^2}=1-2\sin^2\theta=\cos2\theta .$$

The fringe period is $p=2\pi/q=\lambda/(2n\sin\theta)$, so the law can be written without the angle:

$$C=1-\frac{\lambda^2}{2n^2p^2},\qquad C=0\ \text{at}\ p_0=\frac{\lambda}{\sqrt2\,n}.$$

For coarse fringes, $p\gg\lambda/n$, the contrast approaches 1, as for TE light. In the opposite limit of grazing beams, $p\to\lambda/(2n)$ and $C\to-1$: the visibility is again complete, but the bright electric lines lie on the magnetic minima. There the electric vectors are nearly along $z$ and opposite in sign.

## What each derivation assumes

Both derivations use a homogeneous, isotropic, lossless medium and a time-averaged intensity. The first also needs the field as a list of plane waves with known polarizations. In return it treats TE light, mixtures and unequal beams directly. It also covers two equal TM beams that are not symmetric about $z$: each electric vector is the beam direction turned by a quarter turn in the same sense, so the contrast is the cosine of the full angle $\gamma$ between the beams.

The second derivation assumes that the magnetic field has one component, along $y$, and that nothing varies along $y$. It needs no list of beams, only the magnetic intensity as a function of both $x$ and $z$. The two agree for the unsymmetric pair, because $Q^2=|\mathbf k_1-\mathbf k_2|^2=2k^2(1-\cos\gamma)$ gives $T=\cos\gamma$.

The second route is convenient when light is also reflected from below. Let the reflected magnetic wave have amplitude ratio $r$, and let $\varphi=2kz\cos\theta+\text{constant}$ be the phase of the downward wave minus that of the reflected wave. Then

$$|\mathbf H|^2\propto(1+\cos qx)(1+r^2+2r\cos\varphi).$$

The lateral term has $T=\cos2\theta$. The depth term has $Q=2k\cos\theta$, so $T=1-2\cos^2\theta=-\cos2\theta$. The product $\cos qx\cos\varphi$ has $Q^2=4k^2(\sin^2\theta+\cos^2\theta)=4k^2$, so $T=-1$. Collecting the terms,

$$|\mathbf E|^2\propto(1+r^2)(1+\cos2\theta\cos qx)-2r\cos\varphi\,(\cos2\theta+\cos qx).$$

The ratio of the $\cos qx$ part to the part independent of $x$ is the local contrast:

$$C(z)=\frac{\cos2\theta-\rho\cos\varphi}{1-\rho\cos2\theta\cos\varphi},\qquad \rho=\frac{2r}{1+r^2}.$$

At $45^\circ$ this is $-\rho\cos\varphi$, so a reflection restores fringes, of opposite sign at alternating depths. If the intensity is first averaged over a full period in depth, the terms in $\cos\varphi$ vanish and the contrast returns to $\cos2\theta$.

## Why the electric intensity counts

The downward energy flux has a different contrast. For the two beams with $\delta=0$,

$$S_z=\tfrac12\mathrm{Re}(E_xH_y^*)=E_0H_0\cos\theta\,(1+\cos qx),$$

which has visibility 1 at every angle. To see which pattern is absorbed, let $\varepsilon=\varepsilon'+i\varepsilon''$. With $\mathbf S=\frac12\mathrm{Re}(\mathbf E\times\mathbf H^*)$ and $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$,

$$\nabla\cdot(\mathbf E\times\mathbf H^*)=i\omega\mu_0|\mathbf H|^2-i\omega\varepsilon^*|\mathbf E|^2 .$$

The first term is imaginary. Half the real part of the second gives

$$-\nabla\cdot\mathbf S=\tfrac12\omega\varepsilon''|\mathbf E|^2 .$$

Absorbed power follows $|\mathbf E|^2$. The dark lines of $S_z$ are supplied from the side. With $H_y=2H_0F(z)\cos u$, the curl equation gives $E_z=-2ik_xH_0F\sin u/(\omega\varepsilon)$, where $k_x=q/2$. Therefore

$$S_x=-\tfrac12\mathrm{Re}(E_zH_y^*)=\frac{k_x\varepsilon''H_0^2|F|^2}{\omega|\varepsilon|^2}\sin qx ,$$

which flows away from the maxima of $S_z$ on both sides.

Absorption also alters the contrast. Near $45^\circ$ the change is of second order in the extinction coefficient; near grazing it is of first order, and an extinction coefficient of 0.02 at index 1.70 moves the contrast from $-1$ to about $-0.95$. Beams that enter through a flat surface from a transparent medium keep a real $k_x$, while $k_z$ becomes complex. The curl equation then gives $|E_x|^2\propto|k_z|^2\cos^2u$ and $|E_z|^2\propto k_x^2\sin^2u$, so

$$C=\frac{|k_z|^2-k_x^2}{|k_z|^2+k_x^2}.$$

## Lines of 80 nm pitch in immersion lithography

Take argon-fluoride laser light, $\lambda=193.4$ nm, imaged by two beams through water into a photoresist. The indices, 1.44 for water and 1.70 for resist, are rough typical values. A pitch of 80 nm requires

$$n\sin\theta=\frac{\lambda}{2p}=\frac{193.4}{160}=1.209 .$$

Snell's law conserves this product across flat interfaces, but not the angle. In the resist $\sin\theta=1.209/1.70=0.711$ and $\theta=45.3^\circ$. In water the angle is $57.1^\circ$. The TM contrast in the resist is

$$C=1-2\sin^2\theta=1-2(0.5056)=-0.011 .$$

The electric pattern is almost uniform. Using the water angle would give $-0.41$, which is the contrast in the water and not in the resist. The pitch of zero contrast is $193.4/(\sqrt2\times1.70)=80.4$ nm. With wavelength and resist index held fixed, the contrast varies with pitch as follows; the mixture has equal TE and TM intensity in the resist.

| Pitch (nm) | Angle (deg) | TM | Mixture |
|---:|---:|---:|---:|
| 200 | 16.5 | 0.84 | 0.92 |
| 120 | 28.3 | 0.55 | 0.78 |
| 100 | 34.7 | 0.35 | 0.68 |
| 80 | 45.3 | −0.01 | 0.49 |
| 72 | 52.2 | −0.25 | 0.38 |

At 72 nm the TM pattern has returned with reversed sign. In the mixture it subtracts from the TE fringes, which is why the mixture contrast lies below one half.

The near-zero value at 80 nm is sensitive to what the model omits. A reflected wave with $r=0.10$, only 1% in intensity, gives $\rho=0.198$, and the local contrast ranges from $-0.21$ to $+0.19$. The change is large because it is of first order in the amplitude $r$. The standing-wave period in depth is 80.9 nm, so a resist film 100 nm thick does not contain a whole number of periods and the depth average cancels incompletely: the contrast of the intensity averaged over the film lies between about $-0.05$ and $+0.02$, depending on the phase of the reflection. An index of 1.65 gives $C=-0.07$, and 1.75 gives $+0.05$; an uncertainty of 0.05 in the index therefore leaves even the sign open.

The other effects are smaller or of a different kind. An extinction coefficient of 0.020 leaves the contrast at $-0.011$, but reduces the intensity at 100 nm depth to 83% of its value at the top. A beam amplitude ratio of 0.90 multiplies the visibility by 0.99; the ratio is set by the mask, and a thin opaque mask with equal lines and spaces, whose first and zeroth orders stand in the ratio $2/\pi=0.64$, gives 0.91. If TE and TM intensities are equal in water, unequal transmission into the resist changes the mixture contrast from 0.494 to 0.484. Acid diffusion after exposure, modelled as a Gaussian blur across the lines with standard deviation 5 nm, multiplies every contrast at this pitch, including the TE one, by 0.93, provided the acid concentration is proportional to the intensity. For standard deviation $\sigma$ the factor is $\exp(-2\pi^2\sigma^2/p^2)$, which falls to 0.73 at 10 nm and 0.50 at 15 nm. Diffusion in depth, not included here, would also weaken the standing-wave pattern.

These parameters lie in the regime of water-immersion lithography, where lenses accept $n\sin\theta$ up to roughly 1.35; the 72 nm row is close to that limit. The assumption of a single downward pair of beams fails in a real resist stack, and the reflection estimate shows local shifts in TM contrast of about $2r$, or 0.2 for $r=0.10$. A value that small presumes an antireflection layer of suitable thickness under the resist; on bare silicon $|r|$ is roughly 0.7 at this angle, and the reflection then dominates the local contrast. Real sources also illuminate the mask from a range of directions, an effect not sized here. For parallel lines imaged by two equal beams, with contrast as the criterion, the model favours TE light, whose electric field lies along the lines. The full set of values is in the numerical output below.

## Computed values

```
Wavelength: 193.4 nm; photon energy: 6.41 eV
Index of resist: 1.70; of water: 1.44
Pitch: 80.0 nm; n sin(theta): 1.2088
Angle in water: 57.08 deg
Angle in resist: 45.32 deg
TM signed contrast in resist: -0.0111
TM signed contrast in water: -0.4092
Pitch of zero TM contrast in resist: 80.44 nm
n sin(theta) at zero TM contrast: 1.2021
45 deg: cycle-averaged visibility below 1e-8: True
45 deg: instantaneous visibility at t=0: 1.0000
Pitch (nm), angle in resist (deg), TM contrast, equal-mixture contrast:
  200  16.52  0.8382  0.9191
  120  28.30  0.5506  0.7753
  100  34.67  0.3529  0.6764
  80  45.32  -0.0111  0.4944
  72  52.19  -0.2483  0.3758
Neglected effects at the example pitch:
Reflected amplitude ratio: 0.10; intensity: 0.010
Standing-wave period in depth: 80.9 nm
Local TM contrast range: -0.2087 to 0.1873
TM contrast of depth-averaged intensity: -0.0111
Extinction coefficient: 0.020; absorption: 1.30 per um
TM contrast of absorbed power with absorption: -0.0107
Visibility of downward flux with absorption: 1.0000
Intensity left at 100 nm depth: 0.831 of top
TM contrast at index 1.65: -0.0733
TM contrast at index 1.75: 0.0458
Visibility factor, beam amplitudes 1 and 0.90: 0.9945
Electric transmission water to resist: TE 0.7913, TM 0.8083
Mixture contrast, equal intensities in resist: 0.4944
Mixture contrast, equal intensities in water: 0.4837
Diffusion blur: 5.0 nm; contrast factor: 0.9258
```
